# Multisubband dielectric screening of interface charge in a silicon inversion layer

A mobility calculation for a silicon transistor must decide what to do with the potential of a charge at the Si/SiO₂ interface before putting it into the golden rule. Dividing it by one scalar dielectric function is cheap. Building and inverting a matrix over pairs of subbands costs more. The scattering rate contains the squared matrix element, so an error in screening enters twice. For the room-temperature layer treated below, with a hard wall at the oxide, at wave number 0.5 nm⁻¹, scalar screening by the lowest subband alone makes that square 29% too large relative to the full matrix.

## The naive scheme and what it omits

Silicon fills \(z>0\), oxide \(z<0\), and a charge \(+e\) sits at \(z=0\). \(V\) is the potential energy of an electron, so this charge gives negative \(V\). In-plane dependence is Fourier transformed, with wave number \(q\), so \(V(q,z)\) has the unit eV nm².

If the electrons formed a sheet at the interface, screening would give
\[
V=\frac{V^{\rm ext}}{1+q_s/q},
\]
with \(q_s\) set by the ease with which the sheet changes its density. Real electrons have subband functions \(\zeta_i(z)\), real and normalized, that vanish at the wall and extend over nanometres. The charge then acts on them with reduced strength, they act on each other with a different reduced strength, and the potential can mix subbands. A repair has to supply the interaction, the electronic response, and the coupling between pairs.

## The interaction across the interface

Let \(G_q(z,z')\) be the energy of an electron at depth \(z\) due to a unit electron-density wave at \(z'>0\). It obeys
\[
-\partial_z(\epsilon\,\partial_zG)+\epsilon q^2G=\frac{e^2}{\epsilon_0}\delta(z-z').
\]
In silicon the solution is a direct wave plus a reflected one; in thick oxide it is a transmitted wave:
\[
G=\frac{e^2}{2\epsilon_0\epsilon_sq}\begin{cases}e^{-q|z-z'|}+r\,e^{-q(z+z')},&z>0\\ \tau\,e^{q(z-z')},&z<0.\end{cases}
\]
Continuity of \(G\) at \(z=0\) gives \(1+r=\tau\). Continuity of \(\epsilon\,\partial_zG\) gives \(\epsilon_s(1-r)=\epsilon_{ox}\tau\). Hence
\[
r=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}},\qquad \tau=\frac{2\epsilon_s}{\epsilon_s+\epsilon_{ox}}.
\]
Moving the source to \(z'=0\) and reversing its sign gives the external potential
\[
V^{\rm ext}(q,z)=-v_q e^{-qz},\qquad v_q=\frac{e^2}{\epsilon_0(\epsilon_s+\epsilon_{ox})q}.
\]
With a metal gate at \(z=-t\), the oxide solution is proportional to \(\sinh q(z+t)\). Its logarithmic derivative at the interface is \(q\coth qt\) instead of \(q\), so \(\epsilon_{ox}\) becomes \(\epsilon_{ox}\coth qt\) in both formulas.

## How the electrons respond

Let \(\rho\) be the one-electron density matrix. In equilibrium it is the Fermi function of the Hamiltonian and commutes with it. Write \(H=H_0+\delta H\), \(\rho=\rho_0+\delta\rho\), and keep first order between eigenstates \(a,b\) of \(H_0\):
\[
(f_a-f_b)\,\delta H_{ab}+\delta\rho_{ab}(E_b-E_a)=0
\quad\Rightarrow\quad
\delta\rho_{ab}=\frac{f_a-f_b}{E_a-E_b}\,\delta H_{ab}.
\]
At equal energies the quotient means \(f'(E)\), the limit required by \(\rho=f(H)\). The chemical potential \(\mu\) has no first-order change, because a perturbation with \(q\ne0\) has no uniform part. With \(V_{ij}=\int\zeta_i\zeta_jV\,dz\), the induced density is
\[
\delta n(q,z)=\sum_{ij}\Pi_{ij}V_{ij}\zeta_i\zeta_j,\qquad
\Pi_{ij}=g\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_i(\mathbf k)-f_j(\mathbf k+\mathbf q)}{E_i(\mathbf k)-E_j(\mathbf k+\mathbf q)},
\]
where \(g\) counts spin and valleys. Since \(f\) decreases with energy, \(\Pi_{ij}\le0\). The substitution \(\mathbf k\to-\mathbf k-\mathbf q\) shows \(\Pi_{ij}=\Pi_{ji}\). Matrix elements between different valleys are left out, since they need large crystal momenta; different valley ladders still interact through their charge.

For parabolic bands the double integral reduces to a smooth single one. Let \(\varepsilon\) be the in-plane kinetic energy, \(\varepsilon_q=\hbar^2q^2/2m\), and \(a=E_j-E_i+\varepsilon_q\). The term containing \(f_i\) has denominator \(-(a+\beta\cos\theta)\), with \(\beta=2\sqrt{\varepsilon\varepsilon_q}\). The full quotient is regular, so its two terms may be separated if the same narrow strip around zero denominator is cut from both, which makes each a principal value. With \(s=\tan(\theta/2)\),
\[
{\rm P}\!\int_0^{2\pi}\!\frac{d\theta}{a+\beta\cos\theta}
={\rm P}\!\int_{-\infty}^{\infty}\!\frac{2\,ds}{(a+\beta)+(a-\beta)s^2}.
\]
For \(|a|>\beta\) this is an arctangent integral equal to \(2\pi\,{\rm sgn}(a)/\sqrt{a^2-\beta^2}\). For \(|a|<\beta\) it is proportional to \({\rm P}\int ds/(s^2-c^2)\), whose primitive \((1/2c)\ln|(s-c)/(s+c)|\) vanishes at both ends, so the result is zero.

The state count is \(g\,d^2k/(2\pi)^2=D\,d\varepsilon\,d\theta/2\pi\), with \(D=gm/2\pi\hbar^2\). The \(f_i\) term is therefore
\[
T_{ij}=-D\int_0^{\varepsilon_c}\!d\varepsilon\,\frac{{\rm sgn}(a)\,f(E_i+\varepsilon)}{\sqrt{a^2-4\varepsilon\varepsilon_q}},\qquad \varepsilon_c=\frac{a^2}{4\varepsilon_q}.
\]
Set \(\varepsilon=\varepsilon_c(1-u^2)\). The root becomes \(|a|u\) and the measure \(2\varepsilon_cu\,du\), so \(u\) cancels:
\[
T_{ij}=-\frac{Da}{2\varepsilon_q}\int_0^1\!du\,f\!\left(E_i+\frac{a^2(1-u^2)}{4\varepsilon_q}\right),\qquad \Pi_{ij}=T_{ij}+T_{ji}.
\]
The \(f_j\) term is the same integral with the labels exchanged. For an anisotropic valley, rescaling \(k_x,k_y\) to make the energy isotropic leaves the area element unchanged if \(m=\sqrt{m_xm_y}\) in \(D\), while \(\varepsilon_q=(\hbar^2/2)(q_x^2/m_x+q_y^2/m_y)\).

As \(q\to0\), the definition gives \(\Pi_{ii}\to-Df(E_i)\) and, for \(i\ne j\),
\[
\Pi_{ij}\to-\frac{N_i-N_j}{E_j-E_i},
\]
with \(N_i\) the density in subband \(i\). An empty subband thus still polarizes through its coupling to an occupied one.

The response formula was tested by diagonalizing a two-subband layer with a weak periodic potential at \(q=0.5\) nm⁻¹, for an isotropic and an anisotropic valley. The largest relative difference was \(3.3\times10^{-5}\).

## The matrix and a stable inversion

The total potential is the external one plus that of the induced density. Multiplying by \(\zeta_i\zeta_j\) and integrating gives
\[
V_{ij}=V_{ij}^{\rm ext}+\sum_{kl}F_{ij,kl}\Pi_{kl}V_{kl},
\]
\[
F_{ij,kl}=\iint\zeta_i\zeta_j(z)\,G_q(z,z')\,\zeta_k\zeta_l(z')\,dz\,dz'.
\]
The dielectric matrix is therefore \(\epsilon_{ij,kl}=\delta_{ik}\delta_{jl}-F_{ij,kl}\Pi_{kl}\). This is the random-phase approximation: electrons respond independently to the mean potential.

Because \((i,j)\) and \((j,i)\) carry the same element, each unordered pair \(p\) is kept once, with weight \(W_p=-\Pi_{ii}\) on the diagonal and \(W_p=-2\Pi_{ij}\) off it. In matrix form \((1+FW)V=V^{\rm ext}\).

The matrix \(1+FW\) is not symmetric, which hides the reason it can be inverted. For real coefficients \(c_p\), let \(\phi\) be the potential energy produced by the density \(\sum_pc_p\,(\zeta_i\zeta_j)_p\). Multiplying Poisson's equation by \(\phi\) and integrating by parts,
\[
c^{T}Fc=\frac{\epsilon_0}{e^2}\int\epsilon\left[(\partial_z\phi)^2+q^2\phi^2\right]dz\ge0 .
\]
So \(F\) is positive semidefinite. With the diagonal matrix \(d=\sqrt W\) and \(y=dV\), multiplying the screening equation by \(d\) gives
\[
(1+dFd)\,y=d\,V^{\rm ext},\qquad V=V^{\rm ext}-Fd\,y .
\]
The symmetric matrix has no eigenvalue below one, so Cholesky factorization works. The second equation also returns \(V_p\) for pairs with \(W_p=0\), where dividing \(y_p\) by \(d_p\) would fail. Since \(\det(1+Fd\,d)=\det(1+dFd)\), the original dielectric matrix is invertible too.

## The one-subband limit and its form factor

Keep the pair \((0,0)\) alone. Define
\[
P=\int\zeta_0^2e^{-qz}dz,\qquad F(q)=\frac{F_{00,00}}{v_q},\qquad q_s=\frac{e^2W_{00}}{\epsilon_0(\epsilon_s+\epsilon_{ox})}.
\]
Then \(F_{00,00}W_{00}=(q_s/q)F(q)\), and the matrix equation becomes
\[
V_{00}=\frac{-v_qP(q)}{1+(q_s/q)F(q)} .
\]
With thick oxide, \(P\) weakens the action of the interface charge on the electrons, and \(F\) weakens their action on each other. They are different integrals. The Fang–Howard function, \(\zeta_0^2=(b^3/2)z^2e^{-bz}\), shows this in closed form. With \(x=q/b\),
\[
P=\frac{b^3}{2}\,\frac{2}{(b+q)^3}=(1+x)^{-3}.
\]
For the direct part of \(F\), call the smaller depth \(z\), the larger \(z+s\), and double the result. With \(c=b+q\),
\[
A=\frac{b^6}{2}\int_0^\infty\!dz\,z^2e^{-2bz}\int_0^\infty\!ds\,(z+s)^2e^{-cs}.
\]
The inner integral is \(z^2/c+2z/c^2+2/c^3\). Using \(\int_0^\infty z^ne^{-2bz}dz=n!/(2b)^{n+1}\),
\[
A=\frac{b^6}{2}\left[\frac{3}{4b^5c}+\frac{3}{4b^4c^2}+\frac{1}{2b^3c^3}\right]
=\frac{8+9x+3x^2}{8(1+x)^3}.
\]
The reflected part separates into \(P^2\). Dividing \(e^2(A+rP^2)/2\epsilon_0\epsilon_sq\) by \(v_q\) yields
\[
F=\frac{1+\epsilon_{ox}/\epsilon_s}{2}A+\frac{1-\epsilon_{ox}/\epsilon_s}{2}P^2 .
\]
At \(q=0\) both \(A\) and \(P\) equal one, so \(F=1\) and the sheet formula returns. For \(x\gg1\), \(A\simeq3/8x\) while \(P^2\simeq x^{-6}\): electrons at nearly equal depth still repel each other when the interface has become remote. Setting \(F=P^2\) loses this repulsion.

In the example below, the mean depth 1.413 nm fixes \(b=3/1.413=2.123\) nm⁻¹. At \(q=0.5\) nm⁻¹ this gives \(P=0.530\), \(F=0.548\), and with \(q_s=0.8285\) nm⁻¹ the scalar law yields \(-0.6446\) eV nm². A finite-difference solution of Poisson's equation, with the same response but without the formulas for \(G\) or \(F\), gives \(-0.6445\). Using \(F=1\) gives \(-0.463\), and \(F=P^2\) gives \(-0.839\).

## When one occupied subband is not one subband

Separate the pair \((0,0)\), now labelled 0, from the others:
\[
(1+F_{00}W_0)V_0=V_0^{\rm ext}-\sum_{p\ne0}F_{0p}W_pV_p .
\]
If the other weights are small, \(V_p\) on the right may be replaced by its value \(V_p^{(0)}\) when pair 0 alone polarizes. Relative to the scalar result \(V_0^{(0)}\), the leading change is
\[
V_0-V_0^{(0)}\simeq-\frac{1}{1+F_{00}W_0}\sum_{p\ne0}F_{0p}W_pV_p^{(0)} .
\]
With all excited subbands empty and gaps far above \(\varepsilon_q\) and the occupied kinetic energies, the weight coupling subband 0 to \(j\) is \(2N_0/(E_j-E_0)\). The correction then falls inversely with the gap. The scalar limit therefore needs empty excited subbands and also gaps large compared with \(N_0\) times the intersubband Coulomb elements.

With wavefunctions and \(\mu\) held fixed, multiplying all excitation energies from subband 0 by 100 and then 1000 left relative deviations of \(2.40\times10^{-4}\) and \(2.42\times10^{-5}\), as this law requires. With its real gaps, the layer recalculated at 10 K has essentially all electrons in subband 0, yet \(|V_{00}|\) at 0.5 nm⁻¹ is about 2.6% below the scalar value (2.75% with eight unprimed levels, 2.60% with seventy). That difference comes from virtual transitions.

The long-wave limit, \(q\to0\), fixes the total induced charge. There
\[
F_{ij,kl}=v_q\delta_{ij}\delta_{kl}+O(1),
\]
because subband functions are orthonormal. The induced number is \(\delta N=\sum_i\Pi_{ii}V_{ii}\), so \(V_{ii}=v_q(\delta N-1)+O(1)\). Inserting this into \(\delta N\),
\[
\delta N=-v_q(\delta N-1)\sum_iW_{ii}+O(1).
\]
Since \(v_q\) diverges as \(1/q\), \(\delta N-1\) must vanish as \(q\). With thick oxide, the charge therefore attracts one electron in total, shared among all occupied subbands. A gate at finite distance would keep \(v_q\) finite and carry part of the compensating charge, leaving less than one electron to the layer. For thick oxide the matrix gives \(\delta N=0.9994\) at \(q=0.001\) nm⁻¹. A scalar formula with the response of subband 0 alone obeys the same sum rule, since it gives \(V_{00}\to-1/W_{00}\), so the sum rule cannot reveal its error. The error lies in the potential: subband 0 must supply the whole electron by itself, which here takes a stronger potential. At 0.1 nm⁻¹ the scalar formula gives \(-1.066\) eV nm², the full matrix \(-0.819\).

## A layer at room temperature

The example is a (100) layer at 300 K with \(N=5\times10^{12}\) electrons/cm² and \(N_d=10^{12}\) depletion charges/cm². Rough typical parameters are \(\epsilon_s=11.7\), \(\epsilon_{ox}=3.9\), and masses 0.916 and 0.19 in units of the free-electron mass. Two unprimed valleys have the heavy mass along \(z\); four primed valleys have the light one.

The subbands come from a Hartree calculation with a hard wall. The depletion charge is taken to lie far behind the inversion layer, so the force on an electron at \(z\) comes from \(N_d\) and the electrons deeper than \(z\):
\[
\frac{dV_H}{dz}=\frac{e^2}{\epsilon_0\epsilon_s}\left[N_d+\int_z^\infty n(z')dz'\right].
\]
Multiplying each Schrödinger equation by \(2\zeta_i'\) and integrating gives \((\hbar^2/2m_z)\zeta_i'(0)^2=\int V_H'\zeta_i^2dz\). Summed with weights \(N_i\), the right side becomes \((e^2/\epsilon_0\epsilon_s)N(N_d+N/2)\), since each pair of electrons is counted once. The computed ratio of the two sides is 0.9987.

The first unprimed gap is 70.5 meV, and the lowest primed level lies 67.5 meV above the ground level. With \(k_BT=25.9\) meV, subband 0 holds 62% of the electrons and the primed ladder 30%; the quantum limit is not reached.

At \(q=0.5\) nm⁻¹, the Hartree function gives \(P=0.520\), \(F=0.568\) and \(V_{00}^{\rm ext}=-1.205\) eV nm². Scalar screening by subband 0 is then
\[
V_{00}=\frac{-1.205}{1+(0.8285/0.5)(0.568)}=\frac{-1.205}{1.941}=-0.621\ \text{eV nm}^2 .
\]
Eight unprimed and six primed levels make \(36+21=57\) pairs. Their symmetric matrix has eigenvalues from 1.000 to 2.34, and the full result is \(-0.547\) eV nm² (\(-8.8\times10^{-38}\) J m²). The squared ratio, \((0.6210/0.5465)^2=1.29\), is the error stated at the outset. At 0.1 nm⁻¹ it is 1.70, and at 1.0 nm⁻¹ it is 1.09.

One alternative puts all electrons into subband 0, keeping its function and recomputing \(\mu\). The squared ratio to the full result is then 1.01, 0.94, 0.90 and 0.91 at 0.1, 0.3, 0.5 and 1.0 nm⁻¹. This is closer for \(V_{00}\) up to 0.5 nm⁻¹ but no better at 1.0 nm⁻¹, and the error changes sign with \(q\), so the agreement at 0.1 nm⁻¹ does not validate the model.

No single dielectric factor serves all transitions. At 0.5 nm⁻¹ the element \(V_{00}\) is reduced by \(1.2053/0.5465=2.21\), whereas \(V_{01}\) goes from \(-0.277\) to \(-0.200\) eV nm², a factor of about 1.4 (1.38 with these levels, 1.39 with a larger set). If intersubband scattering matters, its elements cannot be found by dividing by the factor for \(V_{00}\); the matrix solution supplies them.

The finite-difference Poisson equation reproduced all 57 elements, with thick oxide and with a gate, to \(2.9\times10^{-5}\) of \(|V_{00}|\). Keeping five and four levels changed \(V_{00}\) by 0.10%; doubling the 0.05 nm grid step changed it by 0.02%.

## What a real device changes

The densities and masses describe a strongly inverted silicon transistor in a rough, typical way. The oxide field is 2.8 MV/cm, below the rough 10 MV/cm at which good thermal oxide breaks down. At \(q=0.5\) nm⁻¹ and with subbands held fixed, a gate behind 5 nm of oxide lowers \(|V_{00}|\) by 0.25%, and turning \(\mathbf q\) by 45° changes it by 0.06%. The gate correction to \(\epsilon_{ox}\) grows when \(qt\) is small: the same gate lowers \(|V_{00}|\) by 5.5% at 0.1 nm⁻¹, and a gate behind 1.5 nm lowers it by 9.5% at 0.5 nm⁻¹ and by 22% at 0.1 nm⁻¹. At 400 K, with density fixed and subbands recalculated, \(|V_{00}|\) rises by 14%, so the temperature of use matters.

The hard wall is another idealization. For a 3.1 eV barrier and oxide mass \(m_{ox}=0.5\), the wavefunction decays over \(\lambda=\hbar/\sqrt{2m_{ox}(3.1\,{\rm eV}-E_0)}\). Matching \(\zeta\) and \(\zeta'/m\) moves its extrapolated zero into the oxide by \(\delta=\lambda m_{ox}/m_z=0.088\) nm. A rigid shift of the electrons by \(\delta\) multiplies the bare element by \(e^{q\delta}\), an increase of 4.5% at \(q=0.5\) nm⁻¹. This is not the only effect. Since \(\delta\) varies as \(1/m_z\), the primed levels, with their light mass along \(z\), shift almost five times as far. Their energies fall relative to subband 0, and electrons move from it into the primed ladder. Scalar screening by subband 0 alone then becomes a poorer approximation. With this barrier in the self-consistent well, the lowest primed level lies about 54 meV above the ground level and subband 0 holds 53% of the electrons. The squared ratio rises from 1.29 to about 1.56 at 0.5 nm⁻¹ and from 1.70 to about 2.3 at 0.1 nm⁻¹, while the full \(V_{00}\) at 0.5 nm⁻¹ hardly changes. The gaps, populations and scalar errors quoted above therefore belong to the hard-wall model. Real charges may also lie inside the oxide. At distance \(h\) from the interface, with thick oxide, the transmitted wave carries a factor \(e^{-qh}\); linearity passes it to every screened element. With a gate the factor is \(\sinh q(t-h)/\sinh qt\), which is smaller. For thick oxide, \(h=0.5\) nm and \(q=0.5\) nm⁻¹, the squared elements fall to \(e^{-0.5}=0.61\) of their interface value.

Exchange and correlation are absent from both the well and the response. The unprimed ladder has four spin–valley species, and a Hubbard-type correction removes at most one quarter of the induced interaction, the share between like electrons. Replacing \(F\) by \(3F/4\) raises the scalar \(|V_{00}|\) by 14%. This is the upper bound of that correction. At \(q=0.5\) nm⁻¹, with the Fermi wave number of subband 0, the Hubbard factor is about 0.20 and the rise about 10%. The correction concerns only the exchange missing from the response; it covers neither correlation nor the change of the well. The electron's own image potential, interface roughness and nonparabolic bands are also left out.

Linear response itself is a further restriction. An electron in subband 0 directly below the charge has the mean potential energy
\[
\int_0^\infty\frac{q\,dq}{2\pi}\,V_{00}(q),
\]
which is \(-174\) meV before screening and \(-104\) meV after it. The latter is four times \(k_BT\), so weakness cannot be taken for granted near a single attractive charge. The depth at the centre does not settle the question, because the well is narrow: within subband 0 alone the screened potential binds an electron by only about 2 meV. The matrix gives the response coefficient for a small charge. Using it for a full elementary charge is an approximation whose error has not been computed here, and a golden-rule rate adds the Born approximation. Where the local density or a bound state matters, a nonlinear calculation is needed. The numerical output below gives the values at the other wave numbers.

## Numbers as computed

```
Inversion, depletion density: 5.00e+12, 1.00e+12 cm^-2
Permittivities Si, SiO2: 11.7, 3.9; masses: 0.916, 0.19 m0
Temperature: 300 K; kT = 25.85 meV
Grid step 0.05 nm, depth 30.0 nm; levels kept 8 unprimed, 6 primed
Unprimed E1-E0, E2-E0: 70.5, 111.5 meV
Primed E0'-E0: 67.5 meV; mu-E0: 3.1 meV
Occupied fractions, unprimed 0, 1: 0.620, 0.058
Occupied fraction, all primed: 0.303
Mean depth of subband 0: 1.413 nm; Fang-Howard b: 2.123 nm^-1
Wall force / mean-field force: 0.99868
q (nm^-1) | V00 in eV nm^2: bare, scalar N0, scalar all N, full matrix
0.1 | -10.0932, -1.0662, -0.8227, -0.8186
   squared ratio to full: N0 1.696, all N 1.010
0.3 | -2.5797, -0.8264, -0.6656, -0.6848
   squared ratio to full: N0 1.456, all N 0.945
0.5 | -1.2053, -0.6210, -0.5191, -0.5465
   squared ratio to full: N0 1.291, all N 0.902
1.0 | -0.3419, -0.2893, -0.2649, -0.2772
   squared ratio to full: N0 1.089, all N 0.913
The following values are at q = 0.5 nm^-1 unless stated
V01 bare, screened: -0.2771, -0.2004 eV nm^2
-Pi00: 0.7142 eV^-1 nm^-2; qs: 0.8285 nm^-1
Hartree form factors P, F: 0.5196, 0.5678
Fang-Howard form factors P, F: 0.5302, 0.5482
Fang-Howard V00 formula, grid: -0.64456, -0.64451 eV nm^2
Wrong V00 with F=1, F=P^2: -0.46295, -0.83915 eV nm^2
Symmetric matrix: size 57, eigenvalues 1.00000 to 2.342
Largest relative error, polarization test: 3.3e-05
Largest error / |V00|, Poisson test: 2.9e-05
Scalar-limit deviation, gaps x100, x1000: 2.40e-04, 2.42e-05
Induced electrons per charge at q=0.001 nm^-1: 0.99941
V00 change, 5+4 levels: 0.098 %; step 0.1 nm: 0.022 %
10 K: subband 0 fraction 1.00000; full/scalar-1: -2.75 %
On-site energy, bare, screened: -173.9, -103.6 meV
|Screened on-site energy|/kT: 4.01
V00 change, 5 nm gate oxide: -0.25 %
V00 change, q turned by 45 degrees: 0.058 %
V00 change, 400 K: 14.47 %
Oxide barrier 3.1 eV, mass 0.5 m0: wall shift 0.088 nm
Estimated bare V00 change by penetration: 4.5 %
Scalar V00 change, exchange factor 1-1/4: 13.8 %
Oxide field: 2.78 MV/cm
```
